Bath temperature stability for a timed KOH silicon membrane etch

**1. The situation**

A silicon wafer 525 µm thick hangs in a potassium hydroxide bath at 80 °C. Its front is protected, and the solution eats into the back through an opening in a mask. Nothing in the silicon marks the depth at which to stop. The operator divides the depth to be removed by a known etch rate, waits that long, and takes the wafer out. The membrane left should be 20 µm thick, to within 1 µm.

The membrane is a small difference between two large lengths, so a small relative error in the removed depth is a large error in what remains. The etch rate rises steeply with temperature. How steady must the bath be?

Let h be the wafer thickness, m the target membrane thickness and D the depth to be removed:

D = h − m = 525 µm − 20 µm = 505 µm.

The allowed error is ε = 1 µm either way. The small parameter of the problem is

η = ε/D = 1/505 = 0.00198.

The rate must therefore be right, on average over the run, to about 0.2 %.

**2. The model**

The wafer is (100) silicon etched from one side, and h has been measured. The rate is limited by the surface reaction and follows the Arrhenius law

R(T) = R₀ exp[−(E/k)(1/T − 1/T₀)].

Here T is the absolute temperature, T₀ = 353.15 K is the set temperature, R₀ is the rate calibrated there, E is the activation energy and k is Boltzmann's constant. The silicon surface is taken to follow the bath temperature without delay, and the heat released by the etch itself is neglected; section 10 gives its size.

For 30 wt% KOH, rough typical values are R₀ = 1.1 µm/min and E = 0.60 eV. The planned etch time is

tₑ = D/R₀ = 505/1.1 min = 459 min,

or 7.65 h.

The flat floor must also survive to full depth. With mask edges along the ⟨110⟩ directions, the cavity is bounded by slowly etching (111) planes, whose own etching is neglected here. The normals (1,1,1) and (0,0,1) enclose an angle θ with cos θ = 1/√3. Hence sin θ = √(2/3), tan θ = √2 and θ = 54.74°. Each sidewall moves inward by D/tan θ = D/√2, and two facing walls together by √2 D = 714 µm. The mask opening must be 714 µm plus the desired membrane width; with 714 µm or less the walls meet and the timed-floor model fails.

**3. Expansion of the removed depth**

Write the temperature during the run as T₀ + u(t), where positive u means a hotter bath. To expand the rate in u, first differentiate its logarithm:

ln R = ln R₀ − (E/k)(1/T − 1/T₀),

R′/R = E/(kT²).

At T₀ this is the relative sensitivity

s = E/(kT₀²).

For the second derivative, write R′ = qR with q = E/(kT²). The product rule gives

R″ = q′R + qR′ = (q′ + q²)R.

Since q′ = −2E/(kT³) = −2q/T, the relative curvature at T₀ is

c = R″/R = s² − 2s/T₀.

The Taylor series of the rate is therefore

R(T₀ + u) = R₀[1 + su + cu²/2 + O(u³)].

Integrate over the run, use R₀tₑ = D, and let ⟨ ⟩ denote the time average. The extra depth, relative to the planned depth, is

ΔD = D[s⟨u⟩ + c⟨u²⟩/2 + O(⟨|u|³⟩)].

The membrane thickness changes by −ΔD, so a hotter bath leaves a thinner membrane. The leading term contains the mean of the temperature error, and the first correction contains its mean square. The expansion needs |su| ≪ 1.

For the numbers, kT₀ = 0.03043 eV, so

s = 0.60/(0.03043 × 353.15) K⁻¹ = 0.0558 K⁻¹,

c = 0.05583² − 2 × 0.05583/353.15 = 0.00280 K⁻².

The rate changes by 5.6 % per kelvin, and 1/s is about 18 K. Departures of a kelvin or less lie well inside the range of the expansion.

**4. A constant offset: leading order and first correction**

Let u be constant. The limit on the hot side is reached when ΔD = ε, or

su + cu²/2 = η.

At leading order the quadratic term is dropped:

u₀ = η/s = ε/(Ds).

With Ds = 505 × 0.05583 = 28.2 µm/K, this gives

u₀ = 1/28.19 K = 0.0355 K.

For the correction, put u = u₀ + u₁ with u₁ of order η². The terms of order η cancel because su₀ = η. The terms of order η² require

su₁ + cu₀²/2 = 0,

so that

u₁ = −cu₀²/(2s) = −cη²/(2s³).

Factoring out u₀ = η/s gives

u = (η/s)[1 − ηc/(2s²) + O(η²)].

The coefficient becomes simpler when the definition of c is inserted:

c/(2s²) = 1/2 − 1/(sT₀) = 1/2 − kT₀/E.

The last step uses sT₀ = E/(kT₀). With kT₀/E = 0.03043/0.60 = 0.051, the coefficient is 0.449.

This result can be obtained without the Taylor series, because a constant offset can be solved in closed form. The condition R(T)/R₀ = 1 + η reads

(E/k)(1/T₀ − 1/T) = ln(1 + η).

Set β = kT₀/E and L = ln(1 + η). Multiplying by kT₀/E gives 1 − T₀/T = βL, hence T = T₀/(1 − βL), and

u = T − T₀ = T₀βL/(1 − βL).

Now L = η − η²/2 + …, and 1/(1 − βL) = 1 + βη + …. Therefore

u = T₀β[η − η²/2 + βη² + …] = T₀βη[1 − η(1/2 − β) + …].

Since T₀β = kT₀²/E = 1/s, the two routes agree.

On the cold side the depth is short by ε, so η is replaced by −η. The magnitude of the limit is then (η/s)[1 + η(1/2 − β)]. The relative correction is 0.00198 × 0.449 = 0.0009 on either side:

hot: 0.03547 × (1 − 0.0009) K = 0.03544 K,

cold: 0.03547 × (1 + 0.0009) K = 0.03550 K.

Integrating the full Arrhenius rate over the run and solving for a 1 µm error gives the same two values. The hot limit is the tighter one because the rate curve bends upward. These digits compare two calculations within the model; they do not describe a real bath that closely. With E = 0.55 eV the full rate gives a hot limit of 0.039 K, and with E = 0.65 eV it gives 0.033 K. The estimate is therefore **a mean offset of at most about 0.035 K**, if temperature may use the whole 1 µm. If it may use half, the limit is about 0.018 K.

The offset is measured from the mean temperature of the calibration. A thermometer that reads wrong by the same amount in the calibration and in the run does no harm: the silicon is etched at the same true temperature both times. What counts is repeatability.

The same arithmetic applies across the wafer. A lasting difference of 0.035 K between two places produces a thickness difference of about 1 µm, even if the average temperature is right.

**5. Slow drift**

Suppose the bath starts at T₀ and drifts linearly to T₀ + G at the end, so that u = Gt/tₑ. Then

⟨u⟩ = G/2, ⟨u²⟩ = G²/3.

At leading order DsG/2 = ε, which gives

G = 2ε/(Ds) = 0.071 K.

The correction relative to the leading term is

(cG²/6)/(sG/2) = cG/(3s) = 0.0012,

which is negligible. The full rate also gives 0.071 K. A drift may end at twice the permitted constant offset because its mean is half its final value.

**6. Fast cycling: the correction becomes the leading term**

A thermostat that switches its heater makes the temperature swing about a mean. Take u = A sin(2πt/P + φ), with amplitude A, period P and starting phase φ. Over a whole number of cycles ⟨u⟩ = 0 and ⟨u²⟩ = A²/2. The first-order term vanishes, leaving

ΔD = DcA²/4.

The warm half of each cycle gains more depth than the cool half loses. This holds while c is positive. From c = s(s − 2/T₀), that requires sT₀ > 2, or E > 2kT₀. Here 2kT₀ is 0.061 eV against E = 0.60 eV, so the condition is amply met.

Setting ΔD = ε gives the permitted amplitude:

A = √[4ε/(Dc)] = √[4/(505 × 0.002801)] K = 1.68 K.

The full rate gives the same value to this precision. The figure belongs to a sine. In general the limit is on the mean square, ⟨u²⟩ = 2ε/(Dc), or 1.19 K rms, which allows an amplitude of 1.19 K for a square swing and 2.06 K for a triangular one. The amplitude limit is about 47 times the offset limit, and the two scale differently: the offset falls in proportion to η, the amplitude in proportion to √η. If a bath's temperature is stated only to stay within, say, 0.5 K of the set value, that figure does not decide whether the bath is good enough: a fast swing of that size, with a period of 10 min for example, is allowed, a lasting offset is not.

A swing of 0.5 K amplitude adds

505 × 0.002801 × 0.25/4 µm = 0.088 µm.

If it was absent from the calibration, it leaves 0.912 µm of the budget on the hot side, and the permitted hot offset falls to 0.912/28.19 K = 0.032 K for a whole number of cycles, or to about 0.029 K if a 10 min cycle is left unfinished at the least favourable point (section 7). If the same swing was present in a calibration lasting a whole number of cycles, its second-order effect is already contained in the measured rate. A short calibration that ends in mid-cycle can instead give a wrong rate, and the longer run multiplies the resulting depth error.

**7. Unfinished cycles and the slow limit**

A run seldom ends after a whole number of cycles. Let ω = 2π/P. The first-order remainder contains

∫₀^tₑ A sin(ωt + φ) dt = (A/ω)[cos φ − cos(ωtₑ + φ)].

The identity cos a − cos b = 2 sin[(a + b)/2] sin[(b − a)/2] turns this into

(2A/ω) sin(φ + ωtₑ/2) sin(ωtₑ/2).

For the least favourable phase the first sine has magnitude 1. Since 2/ω = P/π, the depth error is then

|ΔD| = R₀s(AP/π)|sin(πtₑ/P)| ≤ R₀sAP/π.

For P = 10 min the bound is

1.1 × 0.05583 × 10/π µm/K = 0.195 µm per kelvin of amplitude.

This particular run contains 459.1/10 = 45.91 cycles, and the sine factor is 0.28. The worst phase then gives 0.055 µm per kelvin. Since the etch time cannot be relied on to fall so favourably, the bound is the safer figure for planning.

At the bound, the first-order and second-order terms add on the hot side:

0.195A + 0.354A² = 1,

with A in kelvin and 0.354 = Dc/4 in µm/K². The positive root is

A = [−0.195 + √(0.195² + 4 × 0.354)]/(2 × 0.354) K = 1.4 K.

The unfinished cycle lowers the permitted amplitude from 1.7 K to 1.4 K.

In the opposite limit, P ≫ tₑ, the sine may be replaced by its argument:

R₀s(AP/π)(πtₑ/P) = R₀tₑsA = DsA.

This is the constant-offset result with u = A. A swing much slower than the etch is no longer averaged, and at the least favourable phase its amplitude must obey the 0.035 K limit. A daily variation of the room that reaches the bath is much closer to this limit than to the fast one.

**8. The dip on loading**

Cold wafers and their holder cool the bath when they enter. Suppose the temperature falls by ΔT and recovers with time constant τ, so that u = −ΔT exp(−t/τ). For tₑ ≫ τ the two integrals are

∫u dt = −ΔTτ, ∫u² dt = ΔT²τ/2.

The depth lost is therefore

R₀[sΔTτ − cΔT²τ/4].

For a chosen dip of 1 K and τ = 10 min, the leading term is 1.1 × 0.05583 × 10 µm = 0.614 µm. The correction is 1.1 × 0.002801 × 10/4 µm = 0.008 µm. Their difference, 0.606 µm, is also what the full rate gives.

A disturbance confined mainly to the first half hour of a run of more than seven hours thus uses over half the budget. It can be removed by preheating the load, or included in a calibration made with the same load and the same etch time.

**9. Interrupting the etch**

The severe limit comes from the factor D in Ds. It can be reduced by stopping early, measuring, and timing only the depth that remains.

Let the first stage last t₁ with constant offset u₁ and remove D₁ = R₀t₁(1 + su₁). The measured rate is D₁/t₁. The remaining depth is D₂ = D − D₁, so the second stage is given the time t₂ = D₂t₁/D₁. If its offset is u₂, it removes

R₀(1 + su₂)t₂ = D₂(1 + su₂)/(1 + su₁) ≈ D₂[1 + s(u₂ − u₁)].

The final depth error is D₂s(u₂ − u₁). A constant offset common to both stages cancels exactly in this model, because the measured rate is then also the rate of the second stage. A difference between the offsets is multiplied by the short remaining depth.

Suppose the first stop comes at a thickness of 60 µm, so that D₂ = 40 µm. With u₁ = 0, the leading-order limit is

u₂ = 1/(40 × 0.05583) K = 0.448 K.

This is larger than the single-stage limit by a factor of 505/40 = 12.6. The small parameter is now 1/40 = 0.025, and the correction of section 4 becomes visible:

u₂ = 0.448 × (1 − 0.025 × 0.449) K = 0.443 K,

in agreement with the full rate. This figure requires that 40 µm really remain. If the first stage is stopped by the clock and has run 0.4 K too cold, about 50 µm remain, and the permitted difference between the stages falls to about 0.35 K.

The gain has conditions. An error e in the measured remaining thickness enters the membrane almost one for one. The loading dip occurs again at the restart and is now a larger part of a stage lasting only 40/1.1 = 36 min. The dip of section 8 takes about 0.59 µm from the second stage. The same dip in the first stage lowers the measured rate by 0.606/465 = 0.13 %, which lengthens the second stage and gives back 0.0013 × 40 µm = 0.05 µm. The net cost is roughly 0.5 µm unless the load is preheated.

**10. The estimate beside a real etch**

The rate and activation energy used here are rough but ordinary for this kind of bath. The assumptions most likely to fail are a known wafer thickness and a uniform rate. If the nominal thickness is used and is wrong by 20 µm, a rough size for the uncertainty, the membrane is wrong by 20 µm. That equals the whole target thickness, or the effect of an offset of about 0.7 K. A rough 1 % spread in rate across the wafer gives a depth spread of 0.01 × 505 µm = 5 µm. Neither is cured by a better thermostat.

The composition of the bath must be steady too. Take a rough slope of −2 % in rate per wt% of KOH. The allowed mean change in concentration is then 0.198/2 wt% = 0.099 wt%. If a fraction x of the water evaporates, the KOH mass fraction becomes

w = 0.3/(1 − 0.7x) ≈ 0.3 + 0.21x.

The concentration thus rises by 21x wt%. The allowed mean loss is x = 0.099/21 = 0.0047, and for steady evaporation the loss at the end may be twice that, 0.94 % of the water. This figure is only as good as the slope: −1.5 % per wt% would allow about 1.3 %. Evaporation slows the etch in this model and leaves the membrane too thick. Timing is easier: 1 µm corresponds to 1/1.1 min, or 55 s.

The etch also heats the wafer. It releases roughly 300 kJ per mole of silicon, about 450 W per square metre of etched area at this rate. If 30 % of the back is open, the heat leaves evenly through both faces, and the heat-transfer coefficient is taken as 1000 W/(m² K), the surface lies about 0.07 K above the bath; for a fully open back and 300 W/(m² K), a value closer to still liquid, it lies about 0.8 K above. A steady rise is contained in a calibration made with the same open area and stirring, but in the first case a 20 % fall in the coefficient adds about 0.5 µm of depth. The 0.035 K limit applies to the silicon surface, not to the thermometer in the bath.

Hydrogen bubbles, stirring and dissolved silicon are not modelled. They can alter the local rate, and their size depends on the apparatus.

For one uninterrupted timed etch with these parameters, a run-average surface temperature repeatable to about 0.035 K is necessary if no other error happens to compensate, but it is not sufficient. The wafer must also be measured, and the rate must be uniform and well calibrated. A calibration error of 0.2 % would use the whole 1 µm by itself, so the separate errors must share the budget. With an intermediate measurement at 60 µm, the temperature requirement relaxes to about 0.4 K between the stages if the load is preheated, but only to about 0.2 K on the cold side if the 1 K dip of section 8 occurs in both stages. The 1 % rate spread then becomes the larger obstacle. It has already printed about 5 µm of thickness variation into the wafer, which no choice of stopping time can remove. Where that is unacceptable, the rate can be made more uniform, a thinner starting wafer can reduce the depth to be etched, or the thickness can be set by a layer that stops the etch instead of by the clock. The numerical output lists the main values used here.

Computed values

```
wafer thickness: 525 um
target membrane: 20 um
allowed membrane error: 1 um
etch depth D: 505 um
bath temperature: 353.15 K
etch rate (rough): 1.10 um/min
etch time: 459.1 min = 7.65 h
sidewall angle: 54.74 degrees
smallest mask opening: 714 um
activation energy (rough): 0.60 eV
Boltzmann constant: 8.6173e-05 eV/K
k*T: 0.03043 eV
sensitivity s: 0.05583 1/K = 5.58 %/K
depth change per kelvin D*s: 28.19 um/K
allowed offset, formula: 0.03547 K
allowed offset, hot side, full rate: 0.03544 K
allowed offset, cold side, full rate: 0.03550 K
allowed offset for E = 0.55 eV: 0.0387 K
allowed offset for E = 0.65 eV: 0.0327 K
allowed end-of-run drift: 0.0709 K
curvature s^2-2s/T: 0.002801 1/K^2
allowed fast-cycling amplitude, full rate: 1.681 K
allowed fast-cycling amplitude, formula: 1.682 K
extra depth, 0.5 K amplitude: 0.088 um
thermostat cycle period: 10 min
unfinished cycle, worst case: 0.195 um per K
unfinished cycle, this run time: 0.055 um per K
loading dip: 1.0 K, recovery time 10 min
depth lost to dip, full rate: 0.606 um
depth lost to dip, formula: 0.614 um
two-stage: first stop at 60 um thickness
two-stage: remaining depth 40 um
two-stage: allowed offset, full rate: 0.443 K
two-stage: allowed offset, formula: 0.448 K
two-stage: relaxation factor D/D2: 12.62
allowed relative rate error: 0.198 %
allowed timing error: 54.5 s
KOH concentration (chosen): 30 wt%
rate slope (rough): -2 % per wt%
allowed mean concentration change: 0.099 wt%
allowed water loss by end of run: 0.94 %
nominal thickness error (rough): 20 um
same error as an offset of: 0.71 K
rate spread across wafer (rough): 1 %
depth spread across wafer: 5.05 um
```
